MS0 Exchange: Interpolating Two Gradient Approximations and Fixing c from Hydrogen

## 1. Two gradient approximations and a switch between them

Exchange has different tasks in a hydrogen atom and in a slowly varying electron gas. In the atom, a single orbital makes the whole density. Exchange has to cancel the repulsion of the electron with itself, and this requires a total exchange energy well larger in magnitude than that of the local approximation. In the gas, many orbitals overlap and a small gradient correction is enough. A generalized gradient approximation (GGA) knows only the spin densities and their gradients. At two points where these agree it must give the same exchange energy density, whether one orbital or many make up the density. The MS0 functional can separate such points by a third local quantity, the kinetic energy density of the orbitals.

### The local variables

Atomic units are used in the algebra. For a spin-unpolarized density n, built from orbitals φᵢ with each occupied spin orbital counted once, define

k_F = (3π²n)^(1/3),  p = s² = |∇n|² / (4k_F²n²),  (1)

τ = ½ Σᵢ |∇φᵢ|²,  τ_W = |∇n|² / (8n).  (2)

In the uniform gas the plane waves with k < k_F are filled twice. The density is 2·(4πk_F³/3)/(2π)³ = k_F³/(3π²), in agreement with (1), and the kinetic energy density is

τ_unif = 2 ∫ d³k/(2π)³ · k²/2 = k_F⁵/(10π²) = (3/10) k_F² n.  (3)

The third variable is

α = (τ − τ_W) / τ_unif.  (4)

It cannot be negative. Since ∇n = 2 Re Σᵢ φᵢ*∇φᵢ, the Cauchy–Schwarz inequality gives |∇n|² ≤ 4 (Σᵢ|φᵢ|²)(Σᵢ|∇φᵢ|²) = 8nτ, which says τ_W ≤ τ.

Two cases anchor the construction. If one real spatial orbital φ, occupied once or twice, makes the density, then n = gφ² with g = 1 or 2, and τ_W = 4g²φ²|∇φ|²/(8gφ²) = g|∇φ|²/2 = τ. Hence α = 0. In the uniform gas ∇n = 0 and τ = τ_unif, so α = 1.

The first case needs an orbital without current. For φ = √n e^{iθ} one finds |∇φ|² = |∇√n|² + n|∇θ|², so τ − τ_W = n|∇θ|²/2. A current therefore makes α positive even for one electron. The orbitals below are real.

### The uniform gas as the unit of exchange

The density matrix of the uniform gas at separation u, with x = k_F u and spherical Bessel functions j₀ and j₁, is

γ(u) = (1/π²) ∫₀^{k_F} k² j₀(ku) dk = 3n j₁(x)/x,  (5)

because (x²j₁)′ = x²j₀ and k_F³/π² = 3n. The exchange energy of an unpolarized system is −¼∬|γ|²/u, the factor ¼ being ½ for pairs times ½ for equal spins. Per electron this is

ε_x = −(1/4n) ∫ 9n² (j₁²/x²)(1/u) 4πu² du = −(9πn/k_F²) ∫₀^∞ (j₁²/x) dx.  (6)

From j₀′ = −j₁ and j₁′ = j₀ − 2j₁/x follows (j₀² + j₁²)′ = −4j₁²/x. The bracket falls from 1 at x = 0 to 0 at infinity, so the integral is ¼. With n = k_F³/(3π²),

ε_x(n) = −3k_F/(4π) = −(3/4)(3/π)^(1/3) n^(1/3).  (7)

A semilocal exchange functional multiplies this by an enhancement factor:

E_x[n] = ∫ n ε_x(n) F(p, α) d³r.  (8)

Under a uniform change of length scale p and α do not change, so (8) scales as n^(4/3) d³r does, which is the scaling of exact exchange.

### The two GGAs and the interpolation

MS0 uses one GGA for α = 1 and another for α = 0:

F¹(p) = 1 + κ − κ/(1 + μp/κ),  (9)

F⁰(p) = 1 + κ − κ/(1 + (μp + c)/κ).  (10)

Both are the same function of a variable y,

1 + κ − κ²/(κ + y) = 1 + κy/(κ + y),  (11)

with y = μp in F¹ and y = μp + c in F⁰. The function starts as 1 + y and saturates at 1 + κ. The constant c lifts the one-orbital GGA at small gradients, and the two GGAs merge at large ones.

The full factor is

F(p, α) = F¹(p) + f(α) [F⁰(p) − F¹(p)],  (12)

f(α) = (1 − α²)³ / (1 + α³ + α⁶).  (13)

Some of this is chosen and not derived. The forms (9), (10) and (13) are design decisions, and κ = 0.29 is part of the definition of MS0. The coefficient μ = 10/81 is the established second-order gradient coefficient of the exchange energy; its derivation is a separate problem and it is used here as an input. What remains to be determined is c.

### The shape of f

Equation (13) gives f(0) = 1 and f(1) = 0, so (12) returns F⁰ for one orbital and F¹ for the uniform gas. Replacing α by 1/α and multiplying numerator and denominator by α⁶ gives

f(1/α) = (α² − 1)³ / (α⁶ + α³ + 1) = −f(α).  (14)

Hence f → −1 as α → ∞. For example, f(0.5) = 0.421875/1.140625 = 0.370 and f(2) = −0.370.

For the slope, write D = 1 + α³ + α⁶. The quotient rule gives

D² f′ = −6α(1 − α²)² D − (1 − α²)³ (3α² + 6α⁵)
= −3α(1 − α²)² [2D + (1 − α²)(α + 2α⁴)].  (15)

The second term in the bracket is α − α³ + 2α⁴ − 2α⁶. Added to 2D = 2 + 2α³ + 2α⁶ it gives

f′ = −3α(1 − α²)² (2 + α + α³ + 2α⁴) / D² ≤ 0.  (16)

The switch falls monotonically from 1 to −1. It is flat at α = 0, where f = 1 − 3α² − α³ + …, so at a given p the factor F departs from F⁰ only in second order in α. This is a local statement: a slight admixture of other orbitals also changes p, and α need not stay small where the added orbitals contribute much of the density, as can happen in a tail.

For α > 1 the switch is negative. Equation (12) is then an extrapolation beyond F¹, on the side away from F⁰, and not a mean of the two.

### Slowly varying densities

The zero of f at α = 1 is of third order. From 1 − α² = −(α − 1)(α + 1) and D(1) = 3,

f ≈ −(8/3)(α − 1)³ near α = 1.  (17)

To see what this buys, the size of α − 1 in a slowly varying gas is needed. A scalar cannot be made from an odd number of gradients acting on one function n, so corrections to τ_unif start at second order. A kinetic energy density scales as the inverse fifth power of length, which leaves two terms with pure numbers b and d:

τ = τ_unif + b|∇n|²/n + d∇²n + …  (18)

Both numbers follow from the response of a uniform gas to a weak potential δV = 2v cos(Qx). Set k_F = 1 for the moment and write h = Q/2. First-order perturbation theory mixes e^{ik·r} with e^{i(k±Q)·r}, with amplitude v/(ε_k − ε_{k±Q}), where ε_k − ε_{k±Q} = −(±k_xQ + Q²/2). The two signs contribute equally after integration over the Fermi sphere. A mode contributes 2cos(Qx) times its amplitude to the density, and k·(k ± Q) cos(Qx) times its amplitude to τ. Collecting factors,

δn = −2C A₀,  δτ = −C A₁,  C = 4v cos(Qx) / [(2π)³Q],  (19)

A₀ = ∫ d³k / (k_x + h),  A₁ = ∫ d³k k·(k + Q) / (k_x + h).  (20)

The integrals are principal values, since two occupied states that mix contribute opposite amounts. At fixed k_x = t the sphere has cross-section π(1 − t²), and the squared transverse momentum integrates over it to π(1 − t²)²/2.

Let L = ∫₋₁¹ dt/(t + h) = ln[(1 + h)/(1 − h)] = 2h + 2h³/3 + …. Polynomial division gives ∫t²dt/(t + h) = −2h + h²L and ∫t⁴dt/(t + h) = −2h/3 − 2h³ + …. Therefore

A₀/π = L + 2h − h²L = 4h − 4h³/3 + ….  (21)

In A₁ the longitudinal part is t² + 2ht = (t + h)² − h². Its two pieces give ∫(1 − t²)(t + h)dt = 4h/3 and −h²A₀/π = −4h³. The transverse part gives

½[L − 2(−2h + h²L) − 2h/3 − 2h³] = 8h/3 − 8h³/3.  (22)

The sum is A₁/π = 4h − 20h³/3. In the same normalization the unperturbed density and kinetic energy density are 4π/3 and 2π/5, so

(δτ/τ₀)/(δn/n₀) = (5A₁)/(3A₀) = (5/3)(1 − 4h²/3) = 5/3 − (5/9)Q².  (23)

The term 5/3 is the change of τ_unif ∝ n^(5/3), and τ_W is quadratic in δn. With k_F restored,

α − 1 = −(5/9)(Q/k_F)² δn/n₀.  (24)

A numerical evaluation of the principal-value integrals at Q = 0.1k_F gives the coefficient −0.55546, against −5/9 = −0.55556; the difference belongs to the higher orders in Q. Since ∇²δn = −Q²δn, comparison with (18) gives d = (5/9)(3/10) = 1/6.

The same response fixes b. In the ground state of non-interacting electrons δT_s/δn + V is constant, so the second derivative of the kinetic energy T_s at wave number Q is −δV/δn. Equations (19) and (21) give δn/δV = −(1/π²)(1 − h²/3), and hence with k_F restored

−δV/δn = (π²/k_F)[1 + Q²/(12k_F²) + …].  (25)

The term b|∇n|²/n contributes 2bQ²/n₀ = 6π²bQ²/k_F³, and d∇²n integrates to zero. Thus b = 1/72, so that the second term in (18) is τ_W/9. From (1) to (3), τ_W/τ_unif = 5p/3. With q = ∇²n/(4k_F²n),

α − 1 = 20q/9 − 40p/27 + ….  (26)

So α − 1 is of second order in gradients, f is of sixth order by (17), and

F = 1 + μp − μ²p²/κ + O(∇⁶).  (27)

The second-order gradient expansion survives whatever the value of c. A switch with a simple zero at α = 1 would have mixed c into the second-order term. The fourth-order term in (27) is a by-product of the form (9); it contains neither q² nor pq and is not claimed to be the true one. The whole expansion presupposes a density that varies slowly on the scale 1/k_F, and it fails near a nucleus and in the tail of an atom.

### Bounds

From (11) the two GGAs differ by

F⁰ − F¹ = κ²c / [(κ + μp)(κ + c + μp)].  (28)

For c > 0 this is positive and falls with p from κc/(κ + c). When 0 ≤ f ≤ 1, F lies between F¹ and F⁰, hence between 1 and 1 + κ. When −1 < f < 0, F lies below F¹ by less than the difference (28). Together,

1 − κc/(κ + c) < F < 1 + κ.  (29)

The lower end is approached at p = 0 and α → ∞. Such points occur midway between two distant closed shells. Let the even and odd combinations of their tails be a cosh(λx) and a sinh(λx), both occupied equally. At x = 0 the gradient of n vanishes, n ∝ a² and τ ∝ a²λ², while τ_unif ∝ a^(10/3). Thus α ∝ a^(−4/3), which grows without limit as the shells separate. There MS0 gives less exchange than the local approximation.

## 2. The constant c from the hydrogen atom

The first half defined the enhancement factor F = F¹ + f(α)(F⁰ − F¹), which multiplies the uniform-gas exchange energy per electron ε_x(n) = −(3/4)(3/π)^(1/3)n^(1/3). The variable p is the squared reduced gradient, and α is 0 for one real orbital and 1 for the uniform gas. The GGA for α = 0 is F⁰ = 1 + κ − κ²/(κ + c + μp), and F¹ is the same with c = 0. The inputs are μ = 10/81 and κ = 0.29. The switch has f(0) = 1, so a one-orbital density sees F⁰ alone, while the slowly varying limit (27) does not involve c up to fourth order. A one-electron system can therefore fix c without disturbing that limit.

### The exact exchange energy

The hydrogen density is n = e^(−2r)/π. The charge inside radius r is

q_in(r) = 4 ∫₀^r t² e^(−2t) dt = 1 − e^(−2r)(1 + 2r + 2r²).  (30)

The Hartree energy counts each pair of charge elements once. Bringing in the shells from the inside outwards gives

U = ∫₀^∞ 4πr² n(r) q_in(r)/r dr = 4 ∫₀^∞ r e^(−2r)[1 − e^(−2r)(1 + 2r + 2r²)] dr.  (31)

The first term contributes ∫re^(−2r)dr = 1/4. The others contribute 1/16, 2·(2/64) = 1/16 and 2·(6/256) = 3/64, together 11/64. Hence U = 4(16/64 − 11/64) = 5/16. One electron does not repel itself, so exchange must cancel U:

E_x(H) = −5/16 hartree = −8.5036 eV.  (32)

### Spin scaling

Hydrogen is fully spin-polarized, whereas (8) is written for unpolarized densities. Exchange acts between electrons of equal spin, so the energy is a sum e[n↑] + e[n↓] with the same functional e for both spins. An unpolarized density N has E_x[N] = 2e[N/2], which means e[n] = ½E_x[2n]. Therefore

E_x[n↑, n↓] = ½E_x[2n↑] + ½E_x[2n↓].  (33)

For hydrogen the functional is evaluated at N = 2n = (2/π)e^(−2r), and the result is halved. This N is a doubly occupied real orbital, so α = 0 everywhere. Its gradient has length 2N. With k_F = (3π²N)^(1/3), definition (1) gives

p = 4N²/(4k_F²N²) = (3π²N)^(−2/3) = e^(4r/3)/(6π)^(2/3).  (34)

The reduced gradient s = √p is 0.376 at the nucleus and grows exponentially outwards.

### The local value and the condition on F⁰

With F = 1 the functional is the local spin-density approximation (LSDA):

E_LSDA = ½ ∫ N ε_x(N) d³r = −(3/8)(3/π)^(1/3)(2/π)^(4/3) ∫₀^∞ 4πr² e^(−8r/3) dr.  (35)

The radial integral is 4π·2·(3/8)³ = 27π/64. Writing (2/π)^(4/3) = (2/π)(2/π)^(1/3) and collecting factors,

E_LSDA = −(3/8)·2·(27/64)·(6/π²)^(1/3) = −(81/256)(6/π²)^(1/3) hartree = −7.2937 eV.  (36)

Let ⟨g⟩ denote the average of g over the atom with weight N^(4/3). Since F = F⁰ throughout, the MS0 energy is E_LSDA⟨F⁰⟩, and it equals the exact one if

⟨F⁰⟩ = A,  A = 8.5036/7.2937 = 1.16588.  (37)

Local exchange must be enhanced by 16.6 % on average. The GGA for α = 1 does not achieve this: with c = 0 the energy is −7.7979 eV, which is 0.706 eV short of the exact magnitude. This is the conflict from which the construction starts. A single GGA with the slow gradient rise of F¹ gives too little exchange in hydrogen.

### The average in closed form

Put K = κ + c and a = (6π)^(2/3). Then

⟨F⁰⟩ = 1 + κ − κ² ⟨1/(K + μp)⟩.  (38)

Substitute x = 4r/3. By (34) p = e^x/a, and the weight r²e^(−8r/3) becomes x²e^(−2x) up to a constant that cancels in the average. The norm is ∫₀^∞x²e^(−2x)dx = 1/4. With u = e^(−x) and z = Ka/μ,

1/(K + μp) = (a/μ) u/(1 + zu) = (z/K) u/(1 + zu),  (39)

⟨1/(K + μp)⟩ = (4z/K) ∫₀^∞ x² u³/(1 + zu) dx.  (40)

The fraction separates as

u³/(1 + zu) = u²/z − u/z² + u/[z²(1 + zu)],  (41)

which is confirmed by multiplying with 1 + zu. The first two terms need ∫x²u²dx = 1/4 and ∫x²u dx = 2. The third is a trilogarithm, which for z > 0 may be defined by

Li₃(−z) = −(z/2) ∫₀^∞ x² e^(−x)/(1 + ze^(−x)) dx.  (42)

For z < 1, expanding the denominator and integrating term by term turns this into the series Σ(−z)^k/k³, with k starting at 1. The integral continues it to larger z. Thus ∫x²u/(1 + zu)dx = −2Li₃(−z)/z. Inserting the three pieces into (40),

⟨1/(K + μp)⟩ = (4z/K)[1/(4z) − 2/z² − 2Li₃(−z)/z³]
= (1/K)[1 − 8/z − 8Li₃(−z)/z²],  (43)

and the condition for c becomes

1 + κ − (κ²/K)[1 − 8/z − 8Li₃(−z)/z²] = A,  K = κ + c,  z = K(6π)^(2/3)/μ.  (44)

### Existence and uniqueness of c

The derivative of (38) with respect to c is κ²⟨1/(K + μp)²⟩ > 0, so there is at most one root. As c → ∞ the average approaches 1 + κ without reaching it. A root therefore requires

κ > A − 1 = 0.16588.  (45)

At the other end, c = 0, equation (11) gives F⁰ ≤ 1 + μp, so ⟨F⁰⟩ ≤ 1 + μ⟨p⟩. Here ⟨p⟩ = (4/a)∫x²e^(−x)dx = 8/a. The quantity

c_∞ = A − 1 − 8μ/(6π)^(2/3) = 0.0264  (46)

is positive, so the average at c = 0 lies below A. Each κ that satisfies (45) thus has one root, and that root is positive, as the bounds (29) assumed.

The number c_∞ also has a direct meaning. For κ → ∞ the factor F⁰ becomes 1 + μp + c, and the condition (37) gives c = c_∞.

### The value of c

Solving (44) by a bracketing root search at κ = 0.29 gives

c = 0.28791.  (47)

The arithmetic can be followed at the root. There K = 0.577906, z = 33.1545 and Li₃(−z) = −12.9423. The bracket in (44) is 1 − 0.24129 + 0.09419 = 0.85290. The prefactor κ²/K is 0.0841/0.577906 = 0.14553. Their product is 0.12412, and 1.29 − 0.12412 = 1.16588, which is A.

Hydrogen supplies one condition and cannot fix κ as well. For other values of κ, equation (44) gives:

κ = 0.200: c = 0.8650
κ = 0.400: c = 0.1836
κ = 0.804: c = 0.1036

The fall of c with κ follows from (11). At fixed y > 0 the factor 1 + κy/(κ + y) rises with κ, so a smaller c suffices to reach the same average.

The libxc implementation of MS0 uses c = 0.28771, as can be read from the enhancement factor it returns at zero gradient and α close to 0. This differs from (47) in the fourth decimal. With that constant the hydrogen exchange energy is 0.0003 eV above the exact value, so the difference has little practical weight, but the two constants are not the same number rounded.

### How the enhancement is distributed in the atom

At four distances from the nucleus the two GGAs take these values:

r = 0.0 Å: s = 0.376, F⁰ = 1.149, F¹ = 1.016
r = 0.5 Å: s = 0.705, F⁰ = 1.158, F¹ = 1.051
r = 1.0 Å: s = 1.324, F⁰ = 1.184, F¹ = 1.124
r = 2.0 Å: s = 4.668, F⁰ = 1.264, F¹ = 1.262

The constant c acts mainly within about 1 Å of the nucleus. Beyond about 1.1 Å μp exceeds c, and the difference (28) closes. F⁰ varies slowly over the region that carries most of the weight, because c has already brought it about halfway to saturation: at p = 0 it is 1 + κc/(κ + c) = 1.1445. If F⁰ were used for all systems, the uniform gas would receive 14 % too much exchange. The switch removes that error.

With c known, the lower bound in (29) becomes 1 − 0.1445 = 0.8555, and the upper bound is 1.29.

### What the fit secures and what it does not

The condition holds for each hydrogen-like ion, not for hydrogen alone. The density of nuclear charge Z is Z³n(Zr). At corresponding points p is the same, and the integral of N^(4/3) grows by Z⁴·Z^(−3) = Z. The MS0 energy is then −5Z/16 hartree, and the exact one is also −5Z/16, because the Hartree energy scales as an inverse length.

For a one-electron density of another shape the cancellation is not guaranteed. Stretch the ion H₂⁺ until half an electron sits on each proton. The exact exchange energy is minus the Hartree energy. Each half-charge contributes (1/2)²U and the mutual term vanishes with distance, so the magnitude is U/2. In MS0 each half has its N^(4/3) reduced by 2^(−4/3), and the two halves together have the local energy of hydrogen times 2·2^(−4/3) = 2^(−1/3) ≈ 0.79. Halving the density also raises p by 2^(2/3), which raises F⁰. The MS0 magnitude is therefore more than 0.79U, where 0.5U is correct. The orbital is real and α = 0, so the switch works as designed; the failure lies in representing a nonlocal energy by local variables.

Two further limits belong to the definition of the fit. It uses the exact hydrogen density, and a self-consistent calculation with the functional would shift the density. It also concerns exchange alone. A correlation functional combined with MS0 must vanish for one electron by its own construction if the total is to be free of self-interaction in hydrogen.

### A free fluorine atom

Fluorine took no part in the fit and contains regions with many values of α. The density, the kinetic energy density and the reference energy are taken from one unrestricted Hartree–Fock determinant in the cc-pVQZ basis. The reference is the exchange energy of that determinant,

E_x = −½ Σ_σ Σ_ij ∬ φ_iσ(r)φ_jσ(r)φ_iσ(r′)φ_jσ(r′)/|r − r′| d³r d³r′,  (48)

with i and j running over the occupied orbitals of spin σ. Its value is −273.360 eV, or −10.0458 hartree. It omits correlation, relativity and the remainder of the basis set, and it is not a measured quantity. The last digits belong to this basis: an uncontracted aug-cc-pV5Z basis (s to f functions) gives −273.32 eV, a shift of 0.04 eV.

The functionals are integrated on an atomic grid with the same orbitals. By (33) each spin channel enters with doubled density N_σ = 2n_σ and doubled kinetic energy density, from which its own p_σ and α_σ follow:

E_x = ½ Σ_σ ∫ N_σ ε_x(N_σ) F(p_σ, α_σ) d³r.  (49)

The energies, with errors relative to the determinant, are:

LSDA: −247.34 eV, error +26.02 eV
F¹ everywhere: −260.05 eV, error +13.31 eV
F⁰ everywhere: −286.75 eV, error −13.39 eV
MS0: −275.37 eV, error −2.01 eV

In the larger basis these four energies move by about 0.03 eV and the errors by about 0.01 eV. MS0 gives about 0.7 % too much exchange in magnitude; LSDA gives 9.5 % too little. Neither GGA suits the atom as a whole: one is too weak by nearly the amount by which the other is too strong.

The role of the switch can be put into one number. Since F − F¹ = f(F⁰ − F¹), the ratio

f_eff = (275.37 − 260.05)/(286.75 − 260.05) = 15.32/26.70 = 0.57  (50)

is the average of f over the atom, weighted by the local exchange energy density times F⁰ − F¹. The reference energy would correspond to 13.31/26.70 = 0.50. On average, MS0 thus places the fluorine atom somewhat too close to the one-orbital limit, if F⁰ and F¹ are taken as given. The total energy cannot tell whether the fault lies in the switch or in the two GGAs.

The distribution of α is consistent with a positive average, although the shares below are weighted by the local exchange energy alone, without the factor F⁰ − F¹ that enters f_eff. Of the LSDA exchange energy, 70 % comes from points with α < 0.5, 15 % from points with 0.5 ≤ α < 1, and 15 % from points with α ≥ 1; these shares move by about half a percentage point with the integration grid. In the last group f is zero or negative, so MS0 there gives no more exchange than F¹. The extrapolated side of the switch thus takes part in an ordinary atom.

The choice of c hardly matters at this level. Replacing (47) by 0.28771 changes the MS0 energy of fluorine by 0.006 eV, far less than the error of 2.01 eV.
